# Charge compensation of an ideal polar ZnO basal slab: verification in Python

```python
"""Electrostatic compensation of a polar wurtzite basal slab.

Result under test: for N bilayers of ions with charges +q and -q, whose two
outer planes have their charge reduced by a fraction x, the energy per surface
cell grows with N as
    e_bulk + K (x - f)^2,   f = R1/h = 1 - 2u,   K = 2 pi q^2 h / A.
R1: plane spacing inside a bilayer; R2: spacing between bilayers; h = R1 + R2;
A: surface cell area; u: internal parameter; e_bulk: energy per formula unit
at zero mean field. Hartree atomic units. Slab energies come from 2D Ewald sums
over point charges, e_bulk from a separate 3D Ewald sum.
"""
import itertools
import numpy as np
from scipy.special import erf, erfc, erfcx
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
Q = 2.0
A_LAT = 6.0
C_LAT = np.sqrt(8.0 / 3.0) * A_LAT
U_IDEAL = 3.0 / 8.0
H = C_LAT / 2
CELL = A_LAT * np.array([[1.0, 0.0], [0.5, np.sqrt(3.0) / 2]])
AREA = abs(np.linalg.det(CELL))
HOLLOW = CELL.sum(axis=0) / 3
ALPHA = 0.5      # Ewald splitting parameter, 1/bohr
G_MAX = 6.5      # reciprocal cutoff, 1/bohr


def integer_grid(*limits):
    return np.array(list(itertools.product(
        *[range(-m, m + 1) for m in limits])), dtype=float)


def screened(distance):
    """Short-range Ewald term; a charge does not act on itself."""
    safe = np.maximum(distance, 1e-9)
    return np.where(distance > 1e-8, erfc(ALPHA * safe) / safe,
                    -2 * ALPHA / np.sqrt(np.pi))


def sheet_potential(shift, cell):
    """Potential at 'shift' from a 2D lattice of unit charges."""
    area = abs(np.linalg.det(cell))
    z = np.abs(shift[:, 2])
    lattice = integer_grid(4, 4) @ cell
    flat = shift[:, None, :2] + lattice[None]
    total = screened(np.sqrt((flat**2).sum(-1) + z[:, None]**2)).sum(1)
    g_vec = integer_grid(14, 14) @ (2 * np.pi * np.linalg.inv(cell).T)
    g = np.linalg.norm(g_vec, axis=1)
    keep = (g > 1e-9) & (g < G_MAX)
    g_vec, g = g_vec[keep], g[keep][None]
    zz = z[:, None]
    # The growing exponential is combined with erfc to avoid overflow.
    growing = (np.exp(-(g / (2 * ALPHA))**2 - (ALPHA * zz)**2)
               * erfcx(g / (2 * ALPHA) + ALPHA * zz))
    decaying = np.exp(-g * zz) * erfc(g / (2 * ALPHA) - ALPHA * zz)
    phase = np.cos(shift[:, :2] @ g_vec.T)
    total += np.pi / area * (phase * (growing + decaying) / g).sum(1)
    total -= 2 * np.pi / area * (z * erf(ALPHA * z)
             + np.exp(-(ALPHA * z)**2) / (ALPHA * np.sqrt(np.pi)))
    return total


def slab_energy(charges, positions, cell=CELL):
    assert abs(charges.sum()) < 1e-10
    shift = (positions[:, None] - positions[None]).reshape(-1, 3)
    return 0.5 * np.outer(charges, charges).ravel() @ sheet_potential(shift, cell)


def bulk_energy(charges, positions):
    """3D Ewald energy per formula unit at zero mean field."""
    cell = np.zeros((3, 3))
    cell[:2, :2] = CELL
    cell[2, 2] = C_LAT
    volume = np.linalg.det(cell)
    shift = (positions[:, None] - positions[None]).reshape(-1, 3)
    lattice = integer_grid(4, 4, 3) @ cell
    pot = screened(np.linalg.norm(shift[:, None] + lattice[None], axis=2)).sum(1)
    g_vec = integer_grid(7, 7, 11) @ (2 * np.pi * np.linalg.inv(cell).T)
    g2 = (g_vec**2).sum(1)
    keep = (g2 > 1e-9) & (g2 < G_MAX**2)
    g_vec, g2 = g_vec[keep], g2[keep]
    weight = 4 * np.pi / volume * np.exp(-g2 / (4 * ALPHA**2)) / g2
    pot += np.cos(shift @ g_vec.T) @ weight
    return 0.5 * np.outer(charges, charges).ravel() @ pot / 2


def crystal(n, x=0.0, u=U_IDEAL, pair_fraction=None, pair_shift=0.0):
    """n bilayers, cation plane at the bottom and anion plane at the top.

    With pair_fraction set, the anion is a core and four electron pairs placed
    at that fraction of its bonds; pair_shift moves the pair along c outward.
    """
    r1, r2 = (0.5 - u) * C_LAT, u * C_LAT
    charges, positions = [], []
    for k in range(n):
        cation = np.array([*(HOLLOW * (k % 2)), k * H])
        anion = np.array([*(HOLLOW * ((k + 1) % 2)), k * H + r1])
        charges.append(Q * (1 - x) if k == 0 else Q)
        positions.append(cation)
        anion_charge = -Q * (1 - x) if k == n - 1 else -Q
        positions.append(anion)
        if pair_fraction is None:
            charges.append(anion_charge)
            continue
        charges.append(anion_charge + 8)
        bonds = [np.array([0.0, 0.0, r2])]
        sign = -1 if k % 2 == 0 else 1
        for angle in 2 * np.pi * np.arange(3) / 3:
            co, si = np.cos(angle), np.sin(angle)
            side = sign * np.array([[co, -si], [si, co]]) @ HOLLOW
            bonds.append(np.array([*side, -r1]))
        for j, bond in enumerate(bonds):
            extra = np.array([0, 0, pair_shift if j == 0 else 0.0])
            charges.append(-2.0)
            positions.append(anion + pair_fraction * bond + extra)
    return np.array(charges), np.array(positions)


def other_cut(n, x):
    """Slab cut inside the bilayers: anion plane below, cation plane above."""
    charges, positions = crystal(n + 1)
    charges, positions = charges[1:-1].copy(), positions[1:-1]
    charges[[0, -1]] *= 1 - x
    return charges, positions


def growth(builder, cell=CELL):
    """Energy added per bilayer, from slabs with 6 and 8 bilayers."""
    return (slab_energy(*builder(8), cell) - slab_energy(*builder(6), cell)) / 2


def locate_compensation(builder):
    """Vertex, curvature and minimum of the growth, a quadratic in x."""
    xs = np.array([0.0, 0.4, 0.8])
    c2, c1, c0 = np.polyfit(xs, [growth(lambda n: builder(n, x)) for x in xs], 2)
    return -c1 / (2 * c2), c2, c0 - c1**2 / (4 * c2)


R1, R2 = (0.5 - U_IDEAL) * C_LAT, U_IDEAL * C_LAT
F = R1 / H
SIGMA = Q / AREA
K = 2 * np.pi * Q**2 * H / AREA
E_BULK = bulk_energy(*crystal(2))

# Ideal structure, distorted structure, and the other cut.
x_ideal, k_ideal, e_ideal = locate_compensation(crystal)
assert np.allclose([x_ideal, k_ideal, e_ideal], [F, K, E_BULK], atol=1e-7)
U_TEST = 0.38
x_dist, k_dist, e_dist = locate_compensation(lambda n, x: crystal(n, x, U_TEST))
assert np.allclose([x_dist, k_dist, e_dist],
                   [1 - 2 * U_TEST, K, bulk_energy(*crystal(2, 0, U_TEST))],
                   atol=1e-7)
x_other, k_other, e_other = locate_compensation(other_cut)
assert np.allclose([x_other, k_other, e_other], [R2 / H, K, E_BULK], atol=1e-7)

# Covalent sharing by tetrahedral pairs, then a pair displaced along c.
PAIR_T, PAIR_D = 0.3, 0.2
x_pairs, _, e_pairs = locate_compensation(
    lambda n, x: crystal(n, x, U_IDEAL, PAIR_T))
assert abs(x_pairs - F) < 1e-7
assert abs(e_pairs - bulk_energy(*crystal(2, 0, U_IDEAL, PAIR_T))) < 1e-6
x_shifted, _, e_shifted = locate_compensation(
    lambda n, x: crystal(n, x, U_IDEAL, PAIR_T, PAIR_D))
assert abs(x_shifted - (F + 2 * PAIR_D / (Q * H))) < 1e-7
assert abs(e_shifted - bulk_energy(
    *crystal(2, 0, U_IDEAL, PAIR_T, PAIR_D))) < 1e-6


def vacuum_drop(n, x):
    """Potential below the slab minus potential above it."""
    charges, positions = crystal(n, x)
    probes = np.array([[0.0, 0.0, -20.0], [0.0, 0.0, n * H + 20.0]])
    values = [charges @ sheet_potential(p - positions, CELL) for p in probes]
    return values[0] - values[1]


drops = {}
for n in (4, 8):
    for x in (0.0, F):
        drops[n, x] = vacuum_drop(n, x)
        expected = 4 * np.pi * SIGMA * (n * (1 - x) * R1 - (n - 1) * x * R2)
        assert abs(drops[n, x] - expected) < 1e-7


def replicate(charges, positions, m1, m2):
    copies = [positions + np.array([*(i * CELL[0] + j * CELL[1]), 0.0])
              for i in range(m1) for j in range(m2)]
    return np.tile(charges, m1 * m2), np.concatenate(copies)


def vacancy_slab(n):
    """2x2 cell with one of four outer ions missing on each face."""
    charges, positions = replicate(*crystal(n), 2, 2)
    remove = [np.argmin(positions[:, 2]), np.argmax(positions[:, 2])]
    return np.delete(charges, remove), np.delete(positions, remove, axis=0)


def adsorbate_slab(n, height_plus=2.0, height_minus=4.0):
    """2x1 cell with +1 above one outer anion, -1 below one outer cation."""
    charges, positions = replicate(*crystal(n), 2, 1)
    top = positions[np.argmax(positions[:, 2])] + [0, 0, height_plus]
    bottom = positions[np.argmin(positions[:, 2])] - [0, 0, height_minus]
    return np.append(charges, [1.0, -1.0]), np.vstack([positions, top, bottom])


# Opposite faces still interact weakly through the longer lateral period.
e_vacancy = growth(vacancy_slab, 2 * CELL) / 4
cell_21 = np.array([2 * CELL[0], CELL[1]])
e_adsorbate = growth(adsorbate_slab, cell_21) / 2
e_adsorbate_high = growth(lambda n: adsorbate_slab(n, 3.0, 5.0), cell_21) / 2
assert abs(e_vacancy - E_BULK) < 1e-5
assert abs(e_adsorbate - E_BULK) < 1e-5
assert abs(e_adsorbate_high - E_BULK) < 1e-5


def energy_quadratic(n):
    """Coefficients of the slab energy in powers of x - F."""
    xs = np.array([0.0, 0.25, 0.5])
    return np.polyfit(xs - F, [slab_energy(*crystal(n, x)) for x in xs], 2)


# Surface coefficients from N = 4 predict the optimum of thicker slabs.
c2, c1, _ = energy_quadratic(4)
W1, W2 = c1, c2 - 4 * K
optimum = {}
for n in (4, 8, 16, 32):
    d2, d1, _ = energy_quadratic(n)
    assert d2 > 0
    optimum[n] = F - d1 / (2 * d2)
    assert abs(optimum[n] - (F - W1 / (2 * (n * K + W2)))) < 1e-6


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Formal ionic charge q", Q, "e", 1)
show("Lattice parameter a", A_LAT, "bohr", 1)
show("Lattice parameter c", C_LAT, "bohr")
show("Internal parameter u", U_IDEAL, "", 3)
show("Spacing inside bilayer R1", R1, "bohr")
show("Spacing between bilayers R2", R2, "bohr")
show("Bilayer period h", H, "bohr")
show("Surface cell area A", AREA, "bohr^2")
show("Layer charge density sigma", SIGMA, "e/bohr^2")
show("Fraction f from formula", F)
show("Fraction located from slab energies", x_ideal)
show("Compensating charge per surface cell", Q * x_ideal, "e")
show("Stiffness K from formula", K, "hartree")
show("Stiffness K from slab energies", k_ideal, "hartree")
show("Bulk energy per formula unit, 3D sum", E_BULK, "hartree")
show("Growth per bilayer at x=f, 2D sums", e_ideal, "hartree")
excess = growth(crystal) - E_BULK
show("Excess growth per bilayer at x=0", excess, "hartree")
show("Excess growth per bilayer at x=0", excess * EV, "eV", 3)
per_layer = (drops[8, 0.0] - drops[4, 0.0]) / 4
show("Potential energy drop per bilayer at x=0", per_layer, "hartree")
show("Potential energy drop per bilayer at x=0", per_layer * EV, "eV", 3)
for (n, x), value in drops.items():
    show(f"Total drop, N={n}, x={x:.2f}", value, "hartree")
show("Distorted structure, u", U_TEST, "", 3)
show("Distorted structure, located fraction", x_dist)
show("Cut inside bilayers, located fraction", x_other)
show("Bond-pair position, fraction of bond", PAIR_T, "", 2)
show("Tetrahedral pairs, located fraction", x_pairs)
show("Outward shift of c-axis pair", PAIR_D, "bohr", 2)
show("Shifted pair, located fraction", x_shifted)
show("Growth per formula unit, 1/4 vacancies", e_vacancy, "hartree")
show("Growth per formula unit, 1/2 adsorbates", e_adsorbate, "hartree")
show("Same, adsorbates 1 bohr farther out", e_adsorbate_high, "hartree")
show("Surface coefficient w1", W1, "hartree")
show("Surface coefficient w2", W2, "hartree")
for n, value in optimum.items():
    show(f"Optimal fraction x_N, N={n}", value)
print("tests ok")
```

Running it gives:

```
Formal ionic charge q: 2.0 e
Lattice parameter a: 6.0 bohr
Lattice parameter c: 9.79796 bohr
Internal parameter u: 0.375
Spacing inside bilayer R1: 1.22474 bohr
Spacing between bilayers R2: 3.67423 bohr
Bilayer period h: 4.89898 bohr
Surface cell area A: 31.17691 bohr^2
Layer charge density sigma: 0.06415 e/bohr^2
Fraction f from formula: 0.25000
Fraction located from slab energies: 0.25000
Compensating charge per surface cell: 0.50000 e
Stiffness K from formula: 3.94923 hartree
Stiffness K from slab energies: 3.94923 hartree
Bulk energy per formula unit, 3D sum: -1.78684 hartree
Growth per bilayer at x=f, 2D sums: -1.78684 hartree
Excess growth per bilayer at x=0: 0.24683 hartree
Excess growth per bilayer at x=0: 6.717 eV
Potential energy drop per bilayer at x=0: 0.98731 hartree
Potential energy drop per bilayer at x=0: 26.866 eV
Total drop, N=4, x=0.00: 3.94923 hartree
Total drop, N=4, x=0.25: 0.74048 hartree
Total drop, N=8, x=0.00: 7.89846 hartree
Total drop, N=8, x=0.25: 0.74048 hartree
Distorted structure, u: 0.380
Distorted structure, located fraction: 0.24000
Cut inside bilayers, located fraction: 0.75000
Bond-pair position, fraction of bond: 0.30
Tetrahedral pairs, located fraction: 0.25000
Outward shift of c-axis pair: 0.20 bohr
Shifted pair, located fraction: 0.29082
Growth per formula unit, 1/4 vacancies: -1.78684 hartree
Growth per formula unit, 1/2 adsorbates: -1.78684 hartree
Same, adsorbates 1 bohr farther out: -1.78684 hartree
Surface coefficient w1: 2.06204 hartree
Surface coefficient w2: -5.77087 hartree
Optimal fraction x_N, N=4: 0.14717
Optimal fraction x_N, N=8: 0.21007
Optimal fraction x_N, N=16: 0.23204
Optimal fraction x_N, N=32: 0.24145
tests ok
```
